# Why the largest eigenvector component may fail to name a level

**Q:** I diagonalize the energy matrix for a given $J$, look at each eigenvector, and name the level after the $LS$ term with the largest weight. With three levels and three terms, each level gets its own name. What could go wrong?

**A:** Each level does have a largest component, apart from ties. It does not follow that different levels have different ones. Let $W_{iT}=|\langle T|i\rangle|^2$ be the weight of term $T$ in level $i$. Your rule picks the largest entry of each row, and two of these entries may stand in the same column.

**Q:** But the eigenvectors are orthogonal. Surely that keeps two of them from being mostly the same term.

**A:** It does, if "mostly" means more than half. The levels and the terms are two orthonormal bases of one space, so every row and every column of $W$ sums to 1. Two levels therefore cannot both hold more than $1/2$ of one term. If every leading weight exceeds $1/2$, the names are distinct. When a leading weight is $1/2$ or less, orthogonality no longer guarantees this.

**Q:** Show me a case where the names really collide.

**A:** Take $p^3$ with $J=3/2$. The model has one configuration, a Coulomb repulsion described by Slater integrals, and the spin-orbit energy $H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ with $\hbar=1$ and $\zeta>0$. Mixing with other configurations and other relativistic terms are left out.

I write determinants as $|1^+,0^+,-1^+|$, giving $m_l$ and the spin direction. With $M_S=3/2$ there is one determinant, with $M_L=0$, so there is a $^4S$. With $M_S=1/2$ there is one determinant at $M_L=2$, two at $M_L=1$ and three at $M_L=0$, which adds one $^2D$ and one $^2P$. Each of the three terms has one $J=3/2$ level, so the matrix is $3\times3$.

**Q:** What are the Coulomb energies?

**A:** Every pair of electrons contributes a direct integral, minus an exchange integral if the spins are parallel. The monopole part gives $3F_0$ for every state, and I count energies from there. Between $p$ orbitals the only other multipole is $k=2$, with radial integral $F^2=25F_2$.

By the addition theorem, its angular part is a sum of products of the functions $C_{2q}$, one for each electron. The direct integrals need the mean of $C_{20}=(3\cos^2\theta-1)/2$. The mean of $\cos^2\theta$ is $3/5$ for $m=0$ and $1/5$ for $m=\pm1$, so $C_{20}$ has the means $2/5$ and $-1/5$. Products of these, times $25F_2$, give the direct integrals

$$(0,0):\ 4F_2,\qquad (\pm1,0):\ -2F_2,\qquad (\pm1,\pm1),(1,-1):\ F_2 .$$

For exchange we need squared transition elements. Over the sphere, $\sin^2\theta\cos^2\theta$ averages to $2/15$ and $\sin^4\theta$ to $8/15$. With $|C_{21}|=\sqrt{3/2}\,\sin\theta\cos\theta$ and $|C_{22}|=\sqrt{3/8}\,\sin^2\theta$,

$$|\langle1|C_{21}|0\rangle|^2=\left(\sqrt{\tfrac32}\,\tfrac{3}{\sqrt2}\,\tfrac{2}{15}\right)^2=\tfrac{3}{25},\qquad |\langle1|C_{22}|{-1}\rangle|^2=\left(\sqrt{\tfrac38}\,\tfrac32\,\tfrac{8}{15}\right)^2=\tfrac{6}{25}.$$

The exchange integrals are thus $3F_2$ for $(\pm1,0)$ and $6F_2$ for $(1,-1)$.

Now add the pairs. For $|1^+,0^+,-1^+|$ the direct part is $-2-2+1=-3$ and the exchange part is $3+3+6=12$, so

$$E(^4S)=-15F_2 .$$

The determinant $|1^+,1^-,0^+|$ is the only one with $M_L=2$, $M_S=1/2$, so it is pure $^2D$:

$$E(^2D)=(1-2-2-3)F_2=-6F_2 .$$

At $M_L=1$, $M_S=1/2$ there are two determinants. The diagonal energy of $|1^+,1^-,-1^+|$ is $(1+1+1-6)F_2=-3F_2$, and that of $|1^+,0^+,0^-|$ is $(-2-2+4-3)F_2=-3F_2$. Their sum is the trace $E(^2D)+E(^2P)=-6F_2$. Hence $E(^2P)=0$.

**Q:** And the spin-orbit elements? I would expect each doublet to have its own splitting.

**A:** Here the first-order splittings vanish. Within one term $H_{so}$ acts as $A\,\mathbf L\cdot\mathbf S$, so its diagonal element in a state $M_L,M_S$ is $A M_LM_S$. For the pure $^2D$ determinant the sum of $m_l m_s$ is $\tfrac12-\tfrac12+0=0$, so $A(^2D)=0$. For the two determinants at $M_L=1$ the sums are $-\tfrac12$ and $+\tfrac12$. Their trace is zero, so $A(^2P)=0$ too. For $^4S$ the element vanishes because $L=0$.

The coupling between $^4S$ and $^2D$ is also zero: $H_{so}$ is a vector in orbital space, and a vector operator cannot connect $L=0$ with $L=2$.

For $^4S$ and $^2P$, act on the $^4S$ state with $M=3/2$. Write

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

The $l_zs_z$ part gives $\tfrac12(1+0-1)=0$, and $s_+$ annihilates spin up. In the remaining part, $l_+$ raises $0$ to $1$ and $-1$ to $0$, each with factor $\sqrt2$, and annihilates $m_l=1$:

$$H_{so}|1^+,0^+,-1^+|=\frac{\zeta}{\sqrt2}\Big(|1^+,1^-,-1^+|+|1^+,0^+,0^-|\Big).$$

This vector has norm $\zeta\sqrt{1/2+1/2}=\zeta$. It still has $J=M=3/2$, because $H_{so}$ commutes with $\mathbf J$. It has no $^4S$ or $^2D$ part, so it lies wholly along $^2P_{3/2}$, and the coupling has magnitude $\zeta$.

Call the remaining element, between $^2D$ and $^2P$, $b\zeta$. With the Coulomb part switched off, the matrix has eigenvalues $0$ and $\pm\zeta\sqrt{1+b^2}$. These must be the $jj$ energies. One electron has energy $\tfrac{\zeta}{2}[j(j+1)-2-\tfrac34]$, which is $-\zeta$ for $j=1/2$ and $\zeta/2$ for $j=3/2$. Three electrons with $j=3/2$ are one hole in that subshell, so they have $J=3/2$ and energy $3\zeta/2$. Therefore $1+b^2=9/4$ and $b=\sqrt5/2$.

Choosing the phases of $^4S$ and $^2D$ to make both couplings positive, and using the order $^4S,{}^2D,{}^2P$,

$$H=\begin{pmatrix}-15F_2&0&\zeta\\0&-6F_2&b\zeta\\ \zeta&b\zeta&0\end{pmatrix},\qquad b=\frac{\sqrt5}{2}.$$

**Q:** So now I make $\zeta$ comparable with the term separations, and the names collide?

**A:** Let us find out where. Put $x=\zeta/F_2$ and measure $E$ in units of $F_2$. The first two rows of the eigenvalue equation give

$$\frac{c_S}{c_P}=\frac{x}{E+15},\qquad \frac{c_D}{c_P}=\frac{bx}{E+6}.$$

Division by $c_P$ is allowed for finite $x>0$. If $c_P$ were zero, the first two rows would allow only one of $c_S,c_D$ to be nonzero, and the third row, $xc_S+bxc_D=Ec_P$, would then fail. Inserting the ratios in the third row gives the condition for the energies:

$$g(E)\equiv\frac{x^2}{E+15}+\frac{b^2x^2}{E+6}-E=0 .$$

The poles at $-15$ and $-6$ cut the axis into three intervals. On each of them $g'<0$, and $g$ falls from $+\infty$ to $-\infty$ (at the outer ends the term $-E$ dominates). There is one level below $-15$, one between $-15$ and $-6$, and one above $-6$. A sign test locates each of them: if $g(E_0)>0$, the level in that interval lies above $E_0$; if $g(E_0)<0$, it lies below.

Take the bottom level. There $^4S$ outweighs $^2P$ when $|E+15|<x$, that is, when $E>-15-x$. Test that point:

$$g(-15-x)=-x-\frac{5x^2}{4(x+9)}+15+x=15-\frac{5x^2}{4(x+9)}.$$

This is positive when $5x^2<60(x+9)$, or $x^2-12x-108=(x-18)(x+6)<0$. So the bottom level changes its leading term from $^4S$ to $^2P$ at

$$\zeta=18F_2 .$$

**Q:** Could $^2D$ take the lead there instead?

**A:** No. In the bottom level $^2P$ outweighs $^2D$ when $E<-6-bx$. If $bx\le9$, this holds because $E<-15$. If $bx>9$, the test point lies in the bottom interval, and

$$g(-6-bx)=\frac{x^2}{9-bx}-bx+6+bx=6-\frac{x^2}{bx-9}.$$

It is negative if $x^2-6bx+54>0$. The left side equals $(x-3b)^2+54-\tfrac{45}{4}$, which is positive. So $^2D$ stays behind $^2P$.

**Q:** Then the bottom level is called $^2P$ above $18F_2$. Perhaps the top level has given up that name by then.

**A:** It keeps it. In the top level $^2P$ leads if $E>bx-6$ and $E>x-15$. For the first condition,

$$g(bx-6)=\frac{x^2}{bx+9}+bx-bx+6>0 .$$

The second is immediate for $x\le9$, since $E>-6$. For $x>9$,

$$g(x-15)=x+\frac{b^2x^2}{x-9}-x+15>0 .$$

Both conditions hold for every $x>0$. Above $\zeta=18F_2$ two levels therefore share the leading term $^2P$.

**Q:** Which name is then missing?

**A:** That depends on the middle level. There $^2D$ outweighs $^2P$ when $E>-6-bx$. For $bx\ge9$ this follows from $E>-15$. For $bx<9$, the expression found above, $g(-6-bx)=x^2/(9-bx)+6$, is positive, so it holds again. The contest is between $^2D$ and $^4S$. They are equal when $-(E+6)=b(E+15)$, so

$$E_*=-\frac{6+15b}{1+b}=-\frac{12+15\sqrt5}{2+\sqrt5}=18\sqrt5-51\approx-10.75,$$

where I multiplied top and bottom by $\sqrt5-2$. Below $E_*$ the leading term is $^4S$. With $t=\sqrt5-2$ we have $E_*+15=18t$ and $E_*+6=-9\sqrt5\,t$, so

$$\frac1{E_*+15}+\frac{5}{4(E_*+6)}=\frac{1}{18t}-\frac{\sqrt5}{36t}=\frac{2-\sqrt5}{36t}=-\frac1{36}.$$

Thus $g(E_*)=-x^2/36-E_*$. It changes from positive to negative at

$$x_2=6\sqrt{51-18\sqrt5}\approx19.67 .$$

The leading terms, from bottom to top, are:

- $x<18$: $^4S$, $^2D$, $^2P$;
- $18<x<x_2$: $^2P$, $^2D$, $^2P$, with no $^4S$;
- $x>x_2$: $^2P$, $^4S$, $^2P$, with no $^2D$.

At each threshold two components tie, and the rule gives no answer for that level.

**Q:** So strong mixing by itself is not enough.

**A:** Right. The collision requires $\zeta$ to exceed $18F_2$, which is larger than the whole $15F_2$ spread of the terms. That is very strong coupling. Fitting this model to the observed $6p^3$ levels of neutral bismuth gives only $\zeta\approx10F_2$, where the names are still distinct. Where $\zeta$ does exceed $18F_2$, the relativistic terms and configuration mixing left out here need not be small, so read the thresholds as properties of the model. Here are numbers for round model parameters, not a particular atom: $F_2=1000\ \mathrm{cm^{-1}}$ and three values of $\zeta$. Energies and $\zeta$ are in $\mathrm{cm^{-1}}$.

| $\zeta$ | $E$ | $^4S$ | $^2D$ | $^2P$ | $g_J$ |
|---|---|---|---|---|---|
| 10000 | −22028 | 0.577 | 0.139 | 0.285 | 1.644 |
| | −10098 | 0.330 | 0.590 | 0.079 | 1.239 |
| | 11126 | 0.093 | 0.271 | 0.636 | 1.251 |
| 19000 | −34439 | 0.380 | 0.222 | 0.398 | 1.468 |
| | −10733 | 0.484 | 0.492 | 0.024 | 1.394 |
| | 24172 | 0.136 | 0.286 | 0.578 | 1.271 |
| 40000 | −65407 | 0.287 | 0.258 | 0.455 | 1.387 |
| | −10939 | 0.539 | 0.455 | 0.006 | 1.450 |
| | 55346 | 0.174 | 0.287 | 0.539 | 1.297 |

At $\zeta=10000\ \mathrm{cm^{-1}}$ the mixing is already heavy, yet each leading weight exceeds $1/2$ and the names are distinct. That condition is sufficient but not necessary. At $x=18$ the bottom level has equal $^4S$ and $^2P$ weights and some $^2D$, so both equal weights are below $1/2$. Just below $x=18$ its leading weight is still under $1/2$, and the names are still distinct.

You can check the lowest level at $\zeta=40000\ \mathrm{cm^{-1}}$ by hand. With $x=40$ and $E=-65.407$,

$$\frac{c_S^2}{c_P^2}=\left(\frac{40}{-50.407}\right)^2=0.630,\qquad \frac{c_D^2}{c_P^2}=\left(\frac{44.721}{-59.407}\right)^2=0.567 .$$

The $^2P$ weight is $1/(1+0.630+0.567)=0.455$. The [numerical check] builds the same levels from all 20 determinants, without using this $3\times3$ matrix.

**Q:** If two levels are both called $^2P_{3/2}$, are they physically alike?

**A:** No. At $\zeta=40000\ \mathrm{cm^{-1}}$ they are about $120750\ \mathrm{cm^{-1}}$ apart, and they respond differently to a weak magnetic field. The last column shows this. With the spin factor set to 2, the magnetic operator $\mathbf L+2\mathbf S$ does not connect different terms here, so $g_J$ is the weighted mean of the pure-term values

$$g_T=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .$$

For $J=3/2$ these are $2$, $4/5$ and $4/3$ for $^4S$, $^2D$ and $^2P$. The lowest level has $0.287\cdot2+0.258\cdot0.8+0.455\cdot1.333=1.387$, while the highest has $1.297$. The name alone would give $1.333$ for both.

**Q:** Does the collision go away when spin-orbit coupling dominates completely?

**A:** Not in the $LS$ basis. As $x\to\infty$ the ratio $E/x$ tends to $\pm3/2$ for the outer levels. The squared ratios become $c_S^2/c_P^2=4/9$ and $c_D^2/c_P^2=5/9$, so the weights of $^4S,{}^2D,{}^2P$ are

$$\tfrac29,\quad\tfrac5{18},\quad\tfrac12$$

in both. The middle level tends to $c_P=0$ with $c_S=-bc_D$, which gives $5/9$, $4/9$ and $0$. The two outer levels divide $^2P$ equally between them.

**Q:** Then I should simply use $jj$ names.

**A:** In that regime they work well. At $\zeta=40000\ \mathrm{cm^{-1}}$ each level has more than 0.99 of its own $jj$ state. But read the same limiting weights the other way, as the $jj$ content of each term. The middle $jj$ state, with one electron in $j=1/2$ and two in $j=3/2$, has weight $5/9$ in $^4S$ and $4/9$ in $^2D$. It is the largest component of both. Near the $LS$ limit the $jj$ names therefore collide. At $\zeta=500\ \mathrm{cm^{-1}}$ the two lowest levels both lead with this state, with weights 0.553 and 0.446. Here a change of basis moves the trouble to another range of $\zeta$.

**Q:** Could I insist on using each $LS$ name once?

**A:** You could, but you must state the rule. One rule follows each level continuously from $\zeta=0$. In this model the three levels stay in their separate intervals, so energy order carries the names $^4S,{}^2D,{}^2P$ along without ambiguity. Another rule chooses the one-to-one naming with the largest sum of assigned weights.

The two rules agree at $\zeta=10000$ and $19000\ \mathrm{cm^{-1}}$. Numerically they part at $\zeta\approx30.2F_2$. At $\zeta=40000\ \mathrm{cm^{-1}}$ the energy-order names have the sum $0.287+0.455+0.539=1.281$. The order $^2D,{}^4S,{}^2P$ has $0.258+0.539+0.539=1.336$, so the second rule prefers it. It then calls the lowest level $^2D$, although $^2D$ is its smallest component. Both rules use each name once, though the second has a tie at the point where they part. Neither makes the name a description of the state.

**Q:** What should I write in a table of levels, then?

**A:** Give what identifies the level first: configuration $p^3$, odd parity, $J=3/2$, and its number in order of energy. Then add the leading percentages and the coupling basis they refer to. For the lowest level at $\zeta=40000\ \mathrm{cm^{-1}}$ that would be "$p^3$, odd, $J=3/2$, number 1; 46% $^2P$, 29% $^4S$, 26% $^2D$", where rounding makes the sum 101%. If you also give a term name, say which rule assigned it. With other configurations included the matrix is larger, and the thresholds found here no longer apply as they stand. The bound of one half still holds for the weight of a single basis state in any orthonormal basis. But a larger matrix may contain several states with the same term name, and these need a further label, such as the configuration, to tell them apart.

## Numbers as computed

```
F_2 = 1000 cm^-1, F^2 = 25000 cm^-1
direct integrals / F_2: (1,1) 1, (1,0) -2, (0,0) 4, (1,-1) 1
exchange integrals / F_2: (1,0) 3, (1,-1) 6
term energies / F_2 (4S, 2D, 2P): -15.0, -6.0, 0.0
|spin-orbit| / zeta: 4S-2P 1.0000, 2D-2P 1.1180
jj-limit levels: energy/zeta and weights of 4S, 2D, 2P
  -1.5: 0.2222 0.2778 0.5000
  0.0: 0.5556 0.4444 0.0000
  1.5: 0.2222 0.2778 0.5000
lowest level, 4S = 2P weights at zeta/F_2 = 18.0000
middle level, 2D = 4S weights at zeta/F_2 = 19.6730
middle-level energy there / F_2 = -10.7508
the two one-to-one rules part at zeta/F_2 = 30.1704
zeta = 10000 cm^-1: E (cm^-1); weights 4S, 2D, 2P; lead; g
  -22027.9; 0.5766 0.1386 0.2848; 4S; 1.6438
  -10098.4; 0.3302 0.5904 0.0793; 2D; 1.2386
  11126.3; 0.0932 0.2710 0.6359; 2P; 1.2509
  largest-sum naming: 4S, 2D, 2P; sum 1.8029; energy-order sum 1.8029
zeta = 19000 cm^-1: E (cm^-1); weights 4S, 2D, 2P; lead; g
  -34438.7; 0.3801 0.2220 0.3979; 2P; 1.4683
  -10733.1; 0.4840 0.4916 0.0244; 2D; 1.3938
  24171.8; 0.1359 0.2864 0.5777; 2P; 1.2712
  largest-sum naming: 4S, 2D, 2P; sum 1.4495; energy-order sum 1.4495
zeta = 40000 cm^-1: E (cm^-1); weights 4S, 2D, 2P; lead; g
  -65407.3; 0.2867 0.2580 0.4553; 2P; 1.3869
  -10939.1; 0.5390 0.4555 0.0056; 4S; 1.4497
  55346.4; 0.1743 0.2865 0.5392; 2P; 1.2967
  largest-sum naming: 2D, 4S, 2P; sum 1.3361; energy-order sum 1.2813
jj weights in the order (1/2)^2(3/2), (1/2)(3/2)^2, (3/2)^3
zeta = 500 cm^-1, levels from bottom to top:
  0.2458 0.5529 0.2013; lead (1/2)(3/2)^2
  0.3448 0.4458 0.2095; lead (1/2)(3/2)^2
  0.4094 0.0013 0.5893; lead (3/2)^3
zeta = 40000 cm^-1, levels from bottom to top:
  0.9945 0.0037 0.0018; lead (1/2)^2(3/2)
  0.0039 0.9943 0.0019; lead (1/2)(3/2)^2
  0.0016 0.0021 0.9963; lead (3/2)^3
```
